# Norm conservation and the energy derivative of the logarithmic derivative, part 2

A pseudopotential replaces the deep potential near a nucleus by a smooth one inside the core radius $R$ and leaves it unchanged outside. The question is how well a fit at one energy $E_0$ holds at others. Energies are in eV and lengths in nm unless stated otherwise.

In one channel of angular momentum $l$, $u(r,E)$ is $r$ times the regular radial function. Primes on $u$ and $p$ denote $d/dr$, a dot denotes $\partial/\partial E$, and $\kappa=2m/\hbar^2$. The radial equation is

$$u''=\left[\frac{l(l+1)}{r^2}+\kappa\,(V-E)\right]u. \tag{1}$$

The outside notices only $D=u'/u$ at $R$. For a local $V$ independent of energy, differentiate (1) with respect to $E$, multiply by $u$, subtract $\dot u$ times (1), and integrate from $0$ to $R$. The boundary terms give $u(R)^2\,dD/dE$, and so

$$\boxed{\;\frac{dD}{dE}=-\kappa\,\frac{\int_0^R u^2\,dr}{u(R)^2}=-\frac{2m}{\hbar^2}\,\frac{N}{u(R)^2}\;},\qquad N=\int_0^R u^2\,dr. \tag{4}$$

Equal $|u(R)|$ and $N$ at $E_0$ thus give equal slopes; equal $D(E_0)$ also requires matching $u'(R)$. Equal norms ensure the right first-order response to a constant change of potential inside $R$, but not to one that varies there.

An error $\delta D$ is expressed as a curve shift $s$, which moves a bound level, with its orbital normalized to one, by $\Delta E$ to first order:

$$s=\frac{\delta D}{|dD/dE|}=\frac{u(R)^2}{\kappa N}\,\delta D,\qquad\text{so that}\qquad \Delta E=N s. \tag{7}$$

To show that a smooth function can meet all the conditions, we write

$$u_{\rm ps}=r^{l+1}e^{p(r)},\qquad p(r)=P(t)=c_0+c_1t+c_2t^2+c_3t^3,\qquad t=r^2-R^2 .$$

It belongs to the potential

$$V_{\rm ps}=E_0+\frac1\kappa\left[\frac{2(l+1)}{r}p'+p''+p'^2\right]. \tag{9}$$

The question now is which condition fixes which of the four coefficients.

**A:** At $r=R$ we have $t=0$, and therefore

$$p(R)=c_0,\qquad p'(R)=2Rc_1,\qquad p''(R)=2c_1+8R^2c_2 .$$

With the sign of the true solution chosen so that $u(R)>0$, its value requires $c_0=\ln[u(R)/R^{l+1}]$. Its slope requires $2Rc_1=D(E_0)-(l+1)/R$. Continuity of the potential at $R$ fixes $p''(R)$ through (9), and hence $c_2$.

The coefficient $c_3$ is still free, since $t^3$ and its first two derivatives vanish at $t=0$. It is fixed by the norm. From $u_{\rm ps}^2\propto e^{2p}$,

$$\frac{\partial}{\partial c_3}\int_0^Ru_{\rm ps}^2\,dr=2\int_0^Rt^3u_{\rm ps}^2\,dr<0,$$

because $t<0$ everywhere inside. The norm falls steadily from infinity to zero as $c_3$ runs from $-\infty$ to $+\infty$. It passes every positive value once, so one and only one $c_3$ gives the required norm.

**Q:** Good. Now a real atom, with numbers I can follow.

**A:** Take the free aluminium atom in the local-density approximation, with Slater exchange and VWN5 correlation, a spherical density and no spin polarization. The core radius is $R=0.110$ nm in both valence channels. The self-consistent levels and the functions at $R$ are as follows.

| | 3s | 3p |
|---|---|---|
| $E_0$ (eV) | $-7.81$ | $-2.79$ |
| outermost node (nm) | 0.043 | 0.043 |
| $u(R)^2$ (1/nm) | 8.5863 | 5.0717 |
| $N$ | 0.36227 | 0.17471 |
| $D(E_0)$ (1/nm) | $-0.177$ | 5.287 |

Both outermost nodes lie well inside $R$. The 3s function is just past a maximum at $R$, since $D$ is slightly negative, while the 3p function is still rising. With $\kappa=26.2468$ per eV nm², the norm formula gives

$$\text{3s:}\quad\frac{dD}{dE}=-\frac{26.2468\times0.36227}{8.5863}=-1.107\ \frac{1}{\text{eV nm}},$$

$$\text{3p:}\quad\frac{dD}{dE}=-\frac{26.2468\times0.17471}{5.0717}=-0.904\ \frac{1}{\text{eV nm}} .$$

In atomic units these are $-1.595$ and $-1.302$ per hartree bohr.

**Q:** You have evaluated your formula. You have not shown that the atom obeys it.

**A:** The independent route is to solve the radial equation inside $R$ at several energies around $E_0$, read off $D$ at each, and take the numerical derivative. That uses no norm. It gives $-1.10739$ for 3s and $-0.90416$ for 3p, in 1/(eV nm), and the norm formula gives the same digits. The norm-conserving pseudo solutions, treated in the same numerical way, give these two values again. The numerical output below lists them.

**Q:** Perhaps any reasonable smooth function would have done as well.

**A:** That can be tried by spoiling one condition at a time. First keep $u(R)$, $u'(R)$ and the continuity of the potential, but choose $c_3$ so that the enclosed norm is 70% of the true one. $D(E_0)$ still agrees. The slopes become $-0.775$ and $-0.633$ per eV nm, which are $0.7\times1.107$ and $0.7\times0.904$. The norm deficit passes straight into the slope, as the formula requires.

Then keep the value and the norm, but raise the logarithmic derivative at $E_0$ by 0.2 per bohr. Now $D(E_0)$ is wrong by that amount, while $dD/dE$ agrees with the all-electron slope to within one part in $10^5$, in both channels. The roles of the conditions are separate, as claimed.

**Q:** What does the missing 30% cost in electronvolts?

**A:** To first order the deficient curve differs from the true one by

$$\delta D=(0.7-1)\frac{dD}{dE}(E-E_0)=0.3\left|\frac{dD}{dE}\right|(E-E_0),$$

so its curve shift is $s=0.3\,(E-E_0)$, or $\pm0.6$ eV at offsets of $\pm2$ eV. The computed shifts, in eV, are these. All are divided by the slope at $E_0$, so far from $E_0$ they measure $\delta D$ and only approximate the displacement of the curve along the energy axis.

| offset | 3s, norm kept | 3s, 70% norm | 3p, norm kept | 3p, 70% norm |
|---|---|---|---|---|
| $-2$ eV | $-0.005$ | $-0.556$ | $-0.004$ | $-0.563$ |
| $+2$ eV | $-0.007$ | $0.649$ | $-0.004$ | $0.641$ |
| $+5$ eV | $-0.052$ | $1.839$ | $-0.031$ | $1.776$ |

At an offset of 2 eV, keeping the norm reduces the misfit from more than half an electronvolt to a few millielectronvolts.

**Q:** The entries with the norm kept have the same sign on both sides of $E_0$. Is that an accident?

**A:** It is what a misfit of second order looks like. For 3s, the part even in the offset is the average of the two entries at $\pm2$ eV, which with one more digit is

$$\tfrac12(-0.0054-0.0068)=-0.0061\ \text{eV}.$$

The odd part is half their difference, $\tfrac12(-0.0068+0.0054)=-0.0007$ eV. With the linear term absent, the odd part starts at third order. Carrying both to $+5$ eV, with factors $2.5^2=6.25$ and $2.5^3=15.6$, predicts

$$-0.0061\times6.25-0.0007\times15.6=-0.049\ \text{eV},$$

against the computed $-0.052$ eV. The difference is left to higher orders and rounding. A separate test closer to $E_0$ doubled the offset from 0.01 to 0.02 hartree. The even part grew by a factor of four, within 10%, in both channels.

**Q:** Must the bare norm be kept, then? A very smooth function may not want to hold so much charge.

**A:** Not if the missing norm is supplied in another way. Take the deficient potential, and let the overlap of two functions be measured with an extra term inside $R$. With a fixed function $b(r)$ that vanishes for $r\ge R$, define

$$\beta=\int_0^Rb\,u\,dr,\qquad\text{generalized norm}=\int_0^Ru^2\,dr+q\,\beta^2 .$$

The radial equation then has $E\,(u+q\,b\,\beta)$ on its energy side. We also add to the Hamiltonian a separable term $E_0\,q\,b\,\beta$, so that the two extra terms cancel at $E_0$. Collected in the form used before, the equation is

$$u''=\left[\frac{l(l+1)}{r^2}+\kappa(V-E)\right]u+\kappa q\,(E_0-E)\,b\,\beta .$$

At $E=E_0$ the deficient solution is untouched, and its $D$ with it.

**Q:** But the extra term depends on energy, and it is non-local. Your derivation excluded both.

**A:** So we repeat it. Differentiate with respect to $E$, with $\dot\beta=\int_0^R b\,\dot u\,dr$:

$$\dot u''=\left[\ldots\right]\dot u-\kappa u+\kappa q(E_0-E)\,b\,\dot\beta-\kappa q\,b\,\beta .$$

Multiply by $u$, subtract $\dot u$ times the original equation, and integrate over the sphere. The terms with $E_0-E$ give

$$\kappa q(E_0-E)\left[\dot\beta\int_0^R u\,b\,dr-\beta\int_0^R\dot u\,b\,dr\right]=\kappa q(E_0-E)\left[\dot\beta\beta-\beta\dot\beta\right]=0 .$$

The last term gives $-\kappa q\beta^2$. The boundary terms are as before, so

$$\frac{dD}{dE}=-\frac{\kappa}{u(R)^2}\left[\int_0^Ru^2\,dr+q\,\beta^2\right]. \tag{10}$$

The same cancellation shows that a separable non-local potential of fixed strength, confined inside $R$, leaves the original formula intact.

The true norm is $N$ and the deficient one is $0.7N$, so we choose $q\beta^2=0.3N$. With $b=r^{l+1}(1-r^2/R^2)^2$, the computed slopes return to $-1.107$ and $-0.904$ per eV nm. This is the principle of augmentation: the smooth function may carry too little charge, provided that the overlap, and with it the charge density, accounts for the rest. The repair is again of first order in $E-E_0$.

**Q:** All of this happens in a frozen atomic potential. Ionize the atom, and I expect the agreement to suffer.

**A:** Removing the 3p electron is a severe change. In the self-consistent ion, the electronic part of the potential is lower by 8.45 eV near the nucleus and by 7.62 eV near $R$. The levels fall to $-14.89$ eV for 3s and $-9.16$ eV for 3p. We add this same change of potential to the all-electron and the pseudo problem, and compare their $D$ at the new levels. The curve shifts, here divided by the slope in the ion, are 0.005 eV for 3s and 0.016 eV for 3p.

**Q:** The levels moved by about 7 eV. After your table I would have expected a much larger misfit.

**A:** Inside $R$ the solution depends on $E-V$, and the potential fell together with the level. For 3s the level dropped by $14.89-7.81=7.08$ eV, so near $R$ the difference $E-V$ rose by $7.62-7.08=0.54$ eV. Near the nucleus it rose by $8.45-7.08=1.37$ eV. The inside therefore feels an offset of the order of 1 eV, not of 7 eV.

For 3p we can say more. The level dropped by $9.16-2.79=6.37$ eV. Split the change of potential into a constant $-8.37$ eV and a remainder that varies inside $R$. The constant lies within the range of the change and is chosen so that an entry of the table applies. The constant alone amounts to an energy offset of $8.37-6.37=2.00$ eV, for which the table gives a misfit of $-0.004$ eV. The observed misfit is $+0.016$ eV. With this split, about $+0.020$ eV therefore comes from the remainder, for which equal norms guarantee nothing. This comparison holds the change of potential fixed. It does not let a pseudo ion find its own self-consistent density.

**Q:** How do these numbers stand beside aluminium as it is used in a chip?

**A:** Aluminium serves there as a wiring metal. Its atoms are roughly 0.29 nm apart, so spheres of 0.11 nm do not overlap. The occupied band is roughly 11 eV wide, which makes offsets of several electronvolts relevant. At $+5$ eV the misfit is 0.03 to 0.05 eV in this model. The offsets in the table span 7 eV, less than the band, and the misfit grows roughly as the square of the offset on both sides of $E_0$, so states further from $E_0$ need a comparison of their own.

The assumption that moves the numbers most, among those sized here, is the neglect of relativity. Solving the scalar-relativistic equations in the same potential at the same energy shifts the curve by $-0.145$ eV for 3s and $-0.060$ eV for 3p. By the relation $\Delta E=Ns$, the levels move by about

$$0.362\times(-0.145)\simeq-0.05\ \text{eV},\qquad0.175\times(-0.060)\simeq-0.01\ \text{eV},$$

with relativity outside $R$ left out and the potential held fixed. These are not the net relativistic shifts of the atom: when the density is allowed to relax, the screening changes as well, the 3s shift falls to less than half of this value and the 3p shift changes sign. The slopes change by 0.8% and 0.3%, relative to the non-relativistic ones. The 3s curve shift is larger than every norm-conserving misfit in the table, so a pseudopotential meant for such accuracy should be matched to a relativistic reference solution. Spin polarization, the non-spherical surroundings of an atom in the metal, the errors that enter when the core is frozen and the valence density is left to find its own self-consistent potential, and the error of the local-density approximation itself are not sized here.

**Q:** Then what may I conclude if someone tells me that a pseudopotential conserves the norm?

**A:** If value and slope are matched too, then in each channel so treated, and for the same potential outside $R$, it scatters like the reference atom at $E_0$ and to first order around it. How far from $E_0$ that remains good enough is not settled by the norm. It has to be found by comparing the two curves $D(E)$ over the energies that the application needs, as was done here at offsets of $-2$, $+2$ and $+5$ eV.

## Calculated quantities

```
2m/hbar^2 = 26.2468 1/(eV nm^2)
core radius R = 0.110 nm
potential change on ionization near nucleus = -8.452 eV
potential change on ionization near R = -7.621 eV
3s: level E0 = -7.8065 eV
3s: outermost node = 0.0426 nm
3s: u(R)^2 = 8.5863 1/nm
3s: enclosed norm = 0.36227 (dimensionless)
3s: D(E0) = -0.1774 1/nm
3s: dD/dE from norm = -1.10739 1/(eV nm)
3s: dD/dE all-electron = -1.10739 1/(eV nm)
3s: same in atomic units = -1.59460 1/(hartree bohr)
3s: dD/dE norm-conserving = -1.10739 1/(eV nm)
3s: dD/dE with 70% norm = -0.77517 1/(eV nm)
3s: dD/dE augmented = -1.10739 1/(eV nm)
3s: pseudopotential at r=0 = 27.513 eV
3s: offset -2 eV, curve shift: conserving -0.00537 eV, 70% norm -0.55620 eV
3s: offset +2 eV, curve shift: conserving -0.00684 eV, 70% norm 0.64926 eV
3s: offset +5 eV, curve shift: conserving -0.05218 eV, 70% norm 1.83883 eV
3s: relativistic curve shift = -0.1451 eV
3s: relativistic change of dD/dE = 0.806 %
3s: level in the ion = -14.8904 eV
3s: pseudo curve shift in ion potential = 0.00462 eV
3p: level E0 = -2.7904 eV
3p: outermost node = 0.0433 nm
3p: u(R)^2 = 5.0717 1/nm
3p: enclosed norm = 0.17471 (dimensionless)
3p: D(E0) = 5.2872 1/nm
3p: dD/dE from norm = -0.90416 1/(eV nm)
3p: dD/dE all-electron = -0.90416 1/(eV nm)
3p: same in atomic units = -1.30196 1/(hartree bohr)
3p: dD/dE norm-conserving = -0.90416 1/(eV nm)
3p: dD/dE with 70% norm = -0.63291 1/(eV nm)
3p: dD/dE augmented = -0.90416 1/(eV nm)
3p: pseudopotential at r=0 = -19.305 eV
3p: offset -2 eV, curve shift: conserving -0.00372 eV, 70% norm -0.56334 eV
3p: offset +2 eV, curve shift: conserving -0.00435 eV, 70% norm 0.64060 eV
3p: offset +5 eV, curve shift: conserving -0.03099 eV, 70% norm 1.77550 eV
3p: relativistic curve shift = -0.0601 eV
3p: relativistic change of dD/dE = 0.255 %
3p: level in the ion = -9.1614 eV
3p: pseudo curve shift in ion potential = 0.01589 eV
```
